# Why uniform collision phases halve the hard-wall electron energy gain: a numerical check

```python
"""Mean energy gain of electrons reflected by an oscillating hard wall.

Result under test: a steady uniform stream of normal speed v > u0, meeting
a wall of velocity u0*cos(omega*t), gains 2*m*u0^2 per first collision.
Uniform collision phases would give only m*u0^2.
Scaled units: time 1/omega, length s0, speed u0=omega*s0, energy m*u0^2.
beta = v/u0; positive velocity points from plasma to electrode.
drift = amplitude of coherent stream velocity divided by u0.
stiffness = electron plasma frequency in the sheath divided by omega.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar


def first_hits(beta, drift=0.0, harmonic=0.0, count=4096):
    """Launch at equal time intervals; find impacts from trajectories."""
    due = 2*np.pi*np.arange(count)/count
    low, high = due - 2/beta, due + 2/beta
    for _ in range(65):
        mid = (low + high)/2
        wall = np.sin(mid) + harmonic*np.sin(2*mid)/2
        electron = beta*(mid - due) + drift*np.sin(mid)
        before = electron < wall
        low = np.where(before, mid, low)
        high = np.where(before, high, mid)
    time = (low + high)/2
    wall_speed = np.cos(time) + harmonic*np.cos(2*time)
    incident = beta + drift*np.cos(time)
    gain = ((2*wall_speed - incident)**2 - incident**2)/2
    return time, wall_speed, gain


def follow_all_hits(beta, count=2000):
    """Return total mean gain and share hit again, for beta >= 2."""
    time, wall_speed, _ = first_hits(beta, count=count)
    velocity = 2*wall_speed - beta
    active = np.arange(count)
    delays = np.linspace(0, 2*np.pi, 2001)[1:]
    step = delays[0]
    share_again = None
    for _ in range(20):
        t, w = time[active], velocity[active]
        gap = (np.sin(t[:, None] + delays) - np.sin(t)[:, None]
               - w[:, None]*delays)
        crossed = gap < 0
        caught = crossed.any(axis=1)
        if share_again is None:
            share_again = caught.mean()
        if not caught.any():
            break
        high = delays[crossed.argmax(axis=1)[caught]]
        low = high - step
        active, t, w = active[caught], t[caught], w[caught]
        for _ in range(50):
            mid = (low + high)/2
            apart = np.sin(t + mid) - np.sin(t) - w*mid > 0
            low = np.where(apart, mid, low)
            high = np.where(apart, high, mid)
        time[active] = t + high
        velocity[active] = 2*np.cos(t + high) - w
    else:
        raise AssertionError("collision sequence did not finish")
    return np.mean((velocity**2 - beta**2)/2), share_again


def soft_reflection(beta, stiffness):
    """Newtonian motion in an electron-free uniform ion sheath."""
    start, _, _ = first_hits(beta)
    k = 1/(stiffness**2 - 1)
    a = -k*np.sin(start)
    b = (beta - (1 + k)*np.cos(start))/stiffness

    def relative(t):
        angle = stiffness*(t - start)
        y = k*np.sin(t) + a*np.cos(angle) + b*np.sin(angle)
        speed = (k*np.cos(t) - stiffness*a*np.sin(angle)
                 + stiffness*b*np.cos(angle))
        return y, speed

    end = start + np.pi/stiffness
    for _ in range(12):
        y, speed = relative(end)
        end = end - y/speed
    y, speed = relative(end)
    assert np.max(np.abs(y)) < 1e-10
    assert np.all(end > start + 0.5*np.pi/stiffness)
    deepest = np.full(start.shape, -np.inf)
    for part in np.linspace(0, 1, 301):
        t = start + part*(end - start)
        deepest = np.maximum(deepest, relative(t)[0] + np.sin(t))
    gain = ((speed + np.cos(end))**2 - beta**2)/2
    return gain, deepest


# Example inputs in SI; rough values for a low-pressure argon etcher.
frequency, amplitude = 13.56e6, 3e-3
energy_eV, temperature_eV = 5.0, 3.0
sheath_density, bulk_density = 1e15, 4e15
pressure_mTorr, gas_temperature = 10.0, 300.0
cross_section = 7e-20
omega = 2*np.pi*frequency
u0 = omega*amplitude
v = np.sqrt(2*energy_eV*const.e/const.m_e)
beta = v/u0
energy_unit = const.m_e*u0**2/const.e

# Uniform phases against trajectories, including the fast limit.
phase = 2*np.pi*np.arange(4096)/4096
uniform_gain = np.mean(2*np.cos(phase)**2 - 2*beta*np.cos(phase))
assert abs(uniform_gain - 1) < 1e-10
scan = {}
for ratio in (1.5, 3.0, 10.0, 100.0, beta):
    hit_time, hit_speed, hit_gain = first_hits(ratio)
    scan[ratio] = hit_gain.mean()
    assert abs(scan[ratio] - 2) < 1e-9
    assert abs(hit_speed.mean() + 1/(2*ratio)) < 1e-10
    assert abs(np.sin(hit_time).mean()) < 1e-10
    assert abs(np.cos(2*hit_time).mean()) < 1e-10
    assert abs(np.mean(hit_gain**2)/(2*ratio**2 + 4.5) - 1) < 1e-9
hit_time, hit_speed, hit_gain = first_hits(beta)
quadratic_part = np.mean(2*hit_speed**2)
correlation_part = np.mean(-2*beta*hit_speed)
assert abs(quadratic_part - 1) < 1e-10
assert abs(correlation_part - 1) < 1e-9

# Wall work and the general moment formula for nonsinusoidal motion.
wave = np.cos(phase) + 0.3*np.cos(2*phase)
wall_work = np.mean(-2*(beta - wave)**2*wave)/beta
moment_gain = 4*np.mean(wave**2) - 2*np.mean(wave**3)/beta
wave_gain = first_hits(beta, harmonic=0.3)[2].mean()
assert abs(wave_gain - wall_work) < 1e-9
assert abs(wave_gain - moment_gain) < 1e-9

# A coherently oscillating incident stream weakens the wall heating.
for drift in (0.25, 0.6, 1.0):
    assert abs(first_hits(beta, drift=drift)[2].mean()
               - 2*(1 - drift)) < 1e-9
drift_ratio = sheath_density/bulk_density
drift_gain = first_hits(beta, drift=drift_ratio)[2].mean()

# Threshold for one hit, checked by following later impacts.
def required_speed(delay):
    return np.hypot(2 - np.sin(delay)/delay, (1 - np.cos(delay))/delay)


best = minimize_scalar(lambda d: -required_speed(d), bounds=(3, 6),
                       method="bounded", options={"xatol": 1e-10})
threshold = -best.fun
all_delays = np.linspace(0.001, 40, 100000)
assert np.max(required_speed(all_delays)) <= threshold + 1e-8
gain_above, share_above = follow_all_hits(1.002*threshold)
_, share_below = follow_all_hits(0.99*threshold)
assert share_above == 0 and share_below > 0
assert abs(gain_above - 2) < 1e-9
slow_gain, slow_share = follow_all_hits(2.0)
assert slow_gain > 2.001 and slow_share > 0
assert beta > threshold

# A very stiff sheath must recover the hard-wall reflection law.
stiff_gain, _ = soft_reflection(beta, 1000.0)
assert abs(stiff_gain.mean() - 2) < 1e-3
assert np.max(np.abs(stiff_gain - hit_gain)) < 0.05
plasma_frequency = np.sqrt(sheath_density*const.e**2
                           / (const.epsilon_0*const.m_e))
stiffness = plasma_frequency/omega
soft_gain, deepest = soft_reflection(beta, stiffness)
reflected = deepest < 1
retained_gain = np.mean(soft_gain*reflected)
peak_voltage = (const.e*sheath_density*(2*amplitude)**2
                / (2*const.epsilon_0))

# Other size estimates.
gas_density = (pressure_mTorr*1e-3*const.torr
               / (const.k*gas_temperature))
free_path = 1/(gas_density*cross_section)
scaled_limit = threshold*u0/np.sqrt(temperature_eV*const.e/const.m_e)
slow_flux = quad(lambda x: x*np.exp(-x*x/2), 0, scaled_limit)[0]

print(f"RF frequency: {frequency/1e6:.2f} MHz")
print(f"edge amplitude s0: {amplitude*1e3:.2f} mm")
print(f"normal electron energy: {energy_eV:.2f} eV")
print(f"edge speed amplitude u0: {u0*100:.4e} cm/s")
print(f"incident speed v: {v*100:.4e} cm/s")
print(f"speed ratio v/u0: {beta:.4f} (dimensionless)")
print(f"phase-density modulation u0/v: {100/beta:.2f} %")
print(f"mean wall velocity at impact: {hit_speed.mean()*u0*100:.4e} cm/s")
print(f"uniform-phase mean gain: {uniform_gain*energy_unit:.4f} eV")
print(f"true mean gain: {hit_gain.mean()*energy_unit:.4f} eV")
print(f"true mean gain: {hit_gain.mean()*energy_unit*const.e:.4e} J")
print(f"quadratic contribution: {quadratic_part*energy_unit:.4f} eV")
print(f"correlation contribution: {correlation_part*energy_unit:.4f} eV")
print(f"rms gain: {np.sqrt(np.mean(hit_gain**2))*energy_unit:.4f} eV")
for ratio in (1.5, 3.0, 10.0, 100.0):
    print(f"first-hit gain at v/u0={ratio:g}: {scan[ratio]:.6f} m u0^2")
print(f"gain with 30% second velocity harmonic: {wave_gain:.4f} m u0^2")
print(f"single-hit threshold v/u0: {threshold:.5f} (dimensionless)")
print(f"threshold energy: {threshold**2*energy_unit/2:.4f} eV")
print(f"share hit again at v/u0=2: {100*slow_share:.2f} %")
print(f"total mean gain at v/u0=2: {slow_gain:.4f} m u0^2")
print(f"sheath ion density, rough: {sheath_density/1e6:.2e} cm^-3")
print(f"bulk density, rough: {bulk_density/1e6:.2e} cm^-3")
print(f"drift ratio kappa: {drift_ratio:.3f} (dimensionless)")
print(f"mean wall gain with this drift: {drift_gain*energy_unit:.4f} eV")
print(f"plasma/RF frequency ratio in sheath: {stiffness:.3f} (dimensionless)")
print(f"nominal reflection phase: {np.pi/stiffness:.4f} rad")
print(f"soft-sheath mean gain, no loss: {soft_gain.mean()*energy_unit:.4f} eV")
print(f"peak ion-matrix sheath voltage: {peak_voltage:.1f} V")
print(f"share lost at full sheath collapse: {100*(1-reflected.mean()):.2f} %")
print(f"reflected gain per incident electron: {retained_gain*energy_unit:.4f} eV")
print(f"gas pressure: {pressure_mTorr:.1f} mTorr")
print(f"gas temperature: {gas_temperature:.1f} K")
print(f"argon cross-section, rough: {cross_section*1e4:.1e} cm^2")
print(f"electron mean free path: {free_path*1e3:.1f} mm")
print(f"electron temperature, rough: {temperature_eV:.2f} eV")
print(f"thermal flux below single-hit threshold: {100*slow_flux:.2f} %")
print("done: every assertion held")
```

Output:

```
RF frequency: 13.56 MHz
edge amplitude s0: 3.00 mm
normal electron energy: 5.00 eV
edge speed amplitude u0: 2.5560e+07 cm/s
incident speed v: 1.3262e+08 cm/s
speed ratio v/u0: 5.1886 (dimensionless)
phase-density modulation u0/v: 19.27 %
mean wall velocity at impact: -2.4631e+06 cm/s
uniform-phase mean gain: 0.3714 eV
true mean gain: 0.7429 eV
true mean gain: 1.1903e-19 J
quadratic contribution: 0.3714 eV
correlation contribution: 0.3714 eV
rms gain: 2.8372 eV
first-hit gain at v/u0=1.5: 2.000000 m u0^2
first-hit gain at v/u0=3: 2.000000 m u0^2
first-hit gain at v/u0=10: 2.000000 m u0^2
first-hit gain at v/u0=100: 2.000000 m u0^2
gain with 30% second velocity harmonic: 2.0933 m u0^2
single-hit threshold v/u0: 2.23691 (dimensionless)
threshold energy: 0.9293 eV
share hit again at v/u0=2: 8.55 %
total mean gain at v/u0=2: 2.1341 m u0^2
sheath ion density, rough: 1.00e+09 cm^-3
bulk density, rough: 4.00e+09 cm^-3
drift ratio kappa: 0.250 (dimensionless)
mean wall gain with this drift: 0.5572 eV
plasma/RF frequency ratio in sheath: 20.939 (dimensionless)
nominal reflection phase: 0.1500 rad
soft-sheath mean gain, no loss: 0.7421 eV
peak ion-matrix sheath voltage: 325.7 V
share lost at full sheath collapse: 22.88 %
reflected gain per incident electron: 0.6493 eV
gas pressure: 10.0 mTorr
gas temperature: 300.0 K
argon cross-section, rough: 7.0e-16 cm^2
electron mean free path: 44.4 mm
electron temperature, rough: 3.00 eV
thermal flux below single-hit threshold: 26.64 %
done: every assertion held
```
